# How Long a Lattice Walker Survives Among One-per-Million Traps: test program

```python
"""
Result under test: on a simple-cubic lattice with a fraction c of random,
permanent, perfect traps, the mean number of hops to capture is about u/c.
u: mean visits to the starting site (start included), about 1.516
S_n: distinct sites seen in n hops, S_0 = 1; r_n: chance that site n is new
p_n: chance of being at the origin after n hops
b: coefficient in P(1-eps) = u - b*sqrt(eps), P = generating function of p_n
a: coefficient in mean S_n = n/u + a*sqrt(n)
The example uses rough model values for a neutral atom in a thick AlN plate.
"""
import itertools
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.optimize import minimize_scalar
from scipy.special import gamma, gammaln, ive, logsumexp

rng = np.random.default_rng(12345)
pi = np.pi


def green(site=(0, 0, 0), weights=(1/3, 1/3, 1/3), eps=0.0):
    """Mean visits to a site; eps > 0 gives the generating function at 1-eps."""
    w = np.array(weights) * (1 - eps)
    cutoff = 1e8

    def integrand(y):
        t = np.exp(y)
        value = t * np.exp(-eps * t)
        for order, weight in zip(site, w):
            value *= ive(abs(order), weight * t)
        return value

    body = quad(integrand, -40, np.log(cutoff), limit=500,
                epsabs=1e-11, epsrel=1e-10)[0]
    tail = 0.0
    if eps == 0:
        tail = 2 / ((2*pi)**1.5 * np.sqrt(np.prod(w) * cutoff))
    return body + tail


# Mean visits: integral against the closed Gamma-function form
u = green()
u_closed = np.sqrt(6)/(32*pi**3) * np.prod(gamma(np.array([1, 5, 7, 11])/24))
assert abs(u - u_closed) < 1e-7
b = 3*np.sqrt(6)/(2*pi)
assert abs((u - green(eps=1e-6))/1e-3 / b - 1) < 0.01
a = 2*b/(u**2*np.sqrt(pi))

# Exact return probabilities, then exact mean numbers of distinct sites
n_max = 4000
p = np.zeros(n_max + 1)
p[0] = 1
for m in range(1, n_max//2 + 1):
    k = np.arange(m + 1)
    log_choose = gammaln(m+1) - gammaln(k+1) - gammaln(m-k+1)
    log_central = gammaln(2*k+1) - 2*gammaln(k+1)
    p[2*m] = np.exp(gammaln(2*m+1) - 2*gammaln(m+1) - 2*m*np.log(6)
                    + logsumexp(2*log_choose + log_central))
r = np.ones(n_max + 1)
for n in range(1, n_max + 1):
    r[n] = 1 - np.dot(p[1:n+1], r[:n][::-1])
S = np.cumsum(r)


def count_distinct(moves):
    keys = np.zeros((moves.shape[0], moves.shape[1] + 1), dtype=np.int64)
    keys[:, 1:] = np.cumsum(moves, axis=1)
    keys.sort(axis=1)
    return 1 + np.count_nonzero(np.diff(keys, axis=1), axis=1)


unit_moves = np.array([1, -1, 10**5, -10**5, 10**10, -10**10], dtype=np.int64)
all_walks = np.array(list(itertools.product(range(6), repeat=6)))
S6_enumerated = count_distinct(unit_moves[all_walks]).mean()
assert abs(S6_enumerated - S[6]) < 1e-9

n_low = n_max//4
root_slope = ((S[n_max] - S[n_low] - (n_max-n_low)/u)
              / (np.sqrt(n_max) - np.sqrt(n_low)))
assert abs(root_slope - a) < 0.003

# Long sampled walks: mean and variance of the number of distinct sites
sample = count_distinct(unit_moves[rng.integers(0, 6, (1500, n_max))])
sample_se = sample.std(ddof=1)/np.sqrt(sample.size)
assert abs(sample.mean() - S[n_max]) < 5*sample_se


def variance_bound(n):
    return 2*np.dot(r[:n+1], S[:n+1][::-1]) - S[n] - S[n]**2


sample_variance = sample.var(ddof=1)
assert sample_variance < variance_bound(n_max)
B = 2*a/(3*u)
# This combination removes the next term, smaller by one factor sqrt(n)
B_numeric = (2*variance_bound(n_max)/n_max**1.5
             - variance_bound(n_low)/n_low**1.5)
assert abs(B_numeric/B - 1) < 0.03


def mean_S_life(c):
    """Sum over n of survival with S_n replaced by its mean."""
    head = np.sum((1-c)**(S-1))

    def survival(n):
        mean_S = (S[n_max] + (n-n_max)/u
                  + a*(np.sqrt(n)-np.sqrt(n_max)))
        return np.exp(np.log1p(-c)*(mean_S-1))

    start = n_max + 0.5
    tail = quad(survival, start, start + 40*u/c, limit=300,
                epsabs=1e-7, epsrel=1e-10)[0]
    return head + tail


# Walkers in fixed random trap fields. A hash of the site decides whether it
# is a trap, so every revisit finds the same answer.
site_steps = [0x9E3779B97F4A7C15, 0xD1B54A32D192ED03, 0x8CB92BA72F3D8DD7]
hash_moves = np.array([v for s in site_steps for v in (s, 2**64-s)],
                      dtype=np.uint64)


def is_trap(key, c):
    z = (key ^ (key >> np.uint64(30))) * np.uint64(0xBF58476D1CE4E5B9)
    z = (z ^ (z >> np.uint64(27))) * np.uint64(0x94D049BB133111EB)
    z = z ^ (z >> np.uint64(31))
    return z < np.uint64(int(c * 2**64))


def simulate(c, walkers):
    key = rng.integers(0, 2**64, walkers, dtype=np.uint64)
    key = key[~is_trap(key, c)]
    started, hops, total, total_sq = key.size, 0, 0.0, 0.0
    while key.size:
        hops += 1
        key = key + hash_moves[rng.integers(0, 6, key.size)]
        hit = is_trap(key, c)
        captured = np.count_nonzero(hit)
        if captured:
            total += captured*hops
            total_sq += captured*float(hops)**2
            key = key[~hit]
    mean = total/started
    return mean, np.sqrt((total_sq/started - mean**2)/started)


trap_runs = []
for c_test, walkers in ((1e-2, 150000), (1e-3, 30000)):
    mean, se = simulate(c_test, walkers)
    lower = mean_S_life(c_test)
    half_shift = 0.5*b*np.sqrt(c_test)/u**1.5
    assert lower - 4*se < mean < lower*(1+half_shift) + 4*se
    assert abs(mean*c_test/u - 1) < 0.10
    trap_runs.append((c_test, mean, se, lower, u/c_test))
assert trap_runs[0][1] + 5*trap_runs[0][2] < trap_runs[0][4]

# The requested concentration and its corrections
c = 1e-6
life = u/c
delta = b*np.sqrt(c)/u**1.5
life_lower = mean_S_life(c)
assert abs((1-life_lower/life)/delta - 1) < 0.01
fluctuation = quad(lambda x: 0.5*c**2*B*(life*x)**1.5*np.exp(-x), 0, 60)[0]
assert abs(fluctuation/(delta/2) - 1) < 1e-5
life_upper = life*(1-delta/2)

# Late tail from rare trap-free cavities
cross = (u*(10*pi/3)*(pi/(12*c))**0.6)**2.5
cavity = minimize_scalar(
    lambda R: c*4*pi*R**3/3 + pi**2*cross/(6*R**2),
    bounds=(10, 1e5), method="bounded")
assert abs(cavity.fun/(c*cross/u) - 1) < 1e-6


# Other hopping networks, by Brillouin-zone sums extrapolated in mesh size
def zone_visits(function):
    values = []
    for size in (40, 80):
        q = 2*pi*(np.arange(size)+0.5)/size
        values.append(np.mean(function(q[:, None, None], q[None, :, None],
                                       q[None, None, :])))
    return 2*values[1] - values[0]


def hcp_function(x, y, z):
    plane = 2*(np.cos(x)+np.cos(y)+np.cos(x-y))
    diagonal = 1-plane/12
    coupling_sq = (3+plane)*(2+2*np.cos(z))/144
    return diagonal/(diagonal**2-coupling_sq)


u_sc_grid = zone_visits(
    lambda x, y, z: 1/(1-(np.cos(x)+np.cos(y)+np.cos(z))/3))
u_hcp = zone_visits(hcp_function)
u_fcc = zone_visits(lambda x, y, z: 1/(1-(
    np.cos(x)*np.cos(y)+np.cos(y)*np.cos(z)+np.cos(z)*np.cos(x))/3))
assert abs(u_sc_grid-u) < 1e-3
assert abs(u_hcp-u_fcc) < 1e-3

# Rough example values
hop_nm, temperature, barrier_eV = 0.31, 1300.0, 2.5
attempt, binding_eV, permittivity = 1e13, 2.5, 9.0
plate_nm, film_nm, extra_barrier_eV = 5e5, 50.0, 0.2
kT = const.k*temperature/const.e
hop_time = np.exp(barrier_eV/kT)/(6*attempt)
life_time = life*hop_time
rms_nm = hop_nm*np.sqrt(life)
length_nm = hop_nm*np.sqrt(life/6)
trap_density = c/(hop_nm*1e-7)**3

ratio = np.exp(-extra_barrier_eV/kT)
weights = np.array([1, 1, ratio])/(2+ratio)
u_aniso = green(weights=weights)
u_aniso_grid = zone_visits(lambda x, y, z: 1/(
    1-weights[0]*np.cos(x)-weights[1]*np.cos(y)-weights[2]*np.cos(z)))
assert abs(u_aniso-u_aniso_grid) < 3e-3

# Capture at a trap and all six neighbours: capacity from a 7 by 7 system
cluster = np.array([[0, 0, 0], [1, 0, 0], [-1, 0, 0], [0, 1, 0],
                    [0, -1, 0], [0, 0, 1], [0, 0, -1]])
cache = {}
matrix = np.empty((7, 7))
for i in range(7):
    for j in range(7):
        separation = tuple(sorted(abs(cluster[i]-cluster[j])))
        if separation not in cache:
            cache[separation] = green(separation)
        matrix[i, j] = cache[separation]
capacity = np.linalg.solve(matrix, np.ones(7)).sum()
assert abs(capacity*(u-1)-1) < 1e-5
life_cluster = (u-1)/c

# Coulomb attraction of opposite unit charges, without screening
radius_nm = 3*hop_nm/(2*pi*u)
coulomb_nm = const.e**2/(4*pi*const.epsilon_0*permittivity
                         * const.k*temperature)*1e9
charged_radius = coulomb_nm/(1-np.exp(-coulomb_nm/radius_nm))
resistance = quad(lambda s: np.exp(-coulomb_nm*s), 0, 1/radius_nm)[0]
assert abs(charged_radius*resistance-1) < 1e-8
charge_factor = charged_radius/radius_nm

# Thermal escape from the trap
dwell_hops = np.exp(binding_eV/kT)
binding_needed = kT*np.log(life)


# Loss at two absorbing surfaces, uniform starting depth
def surface_loss(width, length):
    x = width/(2*length)
    return np.tanh(x)/x


mesh, width_test = 400, 3.0
h = width_test/mesh
operator = (np.diag(np.full(mesh-1, 1+2/h**2))
            - np.diag(np.full(mesh-2, 1/h**2), 1)
            - np.diag(np.full(mesh-2, 1/h**2), -1))
trapped = np.linalg.solve(operator, np.ones(mesh-1)).sum()*h/width_test
assert abs(1-trapped-surface_loss(width_test, 1.0)) < 1e-4
loss_plate = surface_loss(plate_nm, length_nm)
loss_film = surface_loss(film_nm, length_nm)

print(f"mean visits to start u: {u:.6f}")
print(f"new-site fraction 1/u: {1/u:.6f}")
print(f"return probability 1-1/u: {1-1/u:.6f}")
print(f"coefficient b: {b:.5f}; coefficient a: {a:.5f}")
print(f"mean S_6, all {len(all_walks)} walks: {S6_enumerated:.6f} sites")
print(f"mean S_{n_max}, exact recursion: {S[n_max]:.2f} sites")
print(f"mean S_{n_max}, sampled: {sample.mean():.2f} +/- {sample_se:.2f} sites")
print(f"variance S_{n_max}, sampled: {sample_variance:.0f} sites^2")
print(f"variance S_{n_max}, upper bound: {variance_bound(n_max):.0f} sites^2")
for c_test, mean, se, lower, leading in trap_runs:
    print(f"trap fraction in simulation: {c_test:g}")
    print(f"  simulated life: {mean:.1f} +/- {se:.1f} hops")
    print(f"  mean-S_n life: {lower:.1f} hops; u/c: {leading:.1f} hops")
print(f"trap fraction c: {c:.1e}")
print(f"naive life 1/c: {1/c:.4e} hops")
print(f"estimated life u/c: {life:.4e} hops")
print(f"distinct-site correction delta: {100*delta:.4f} %")
print(f"life with mean S_n: {life_lower:.5e} hops")
print(f"life with fluctuation bound: {life_upper:.5e} hops")
print(f"cavity-tail crossover: {cross:.2e} hops")
print(f"minus log survival there: {cavity.fun:.2e}")
print(f"hop length: {hop_nm:.2f} nm; temperature: {temperature:.0f} K")
print(f"migration barrier: {barrier_eV:.2f} eV; kT: {kT:.4f} eV")
print(f"attempt frequency per direction: {attempt:.1e} 1/s")
print(f"mean time per hop: {hop_time:.3e} s")
print(f"mean life: {life_time:.1f} s")
print(f"rms displacement at capture: {rms_nm:.1f} nm")
print(f"trap density: {trap_density:.2e} cm^-3")
print(f"hcp network u: {u_hcp:.4f}; life: {u_hcp/c:.3e} hops")
print(f"hcp change of life in hops: {100*(u_hcp/u-1):.1f} %")
print(f"extra axial barrier: {extra_barrier_eV:.2f} eV")
print(f"axial/in-plane hop-rate ratio: {ratio:.4f}")
print(f"anisotropic u: {u_aniso:.4f}; life: {u_aniso/c:.3e} hops")
print(f"life if neighbours capture: {life_cluster:.3e} hops")
print(f"neighbour-capture shortening: {life/life_cluster:.2f} times")
print(f"neutral capture radius: {radius_nm:.4f} nm")
print(f"relative permittivity: {permittivity:.1f}")
print(f"Coulomb capture radius: {charged_radius:.3f} nm")
print(f"life shortening if charged: {charge_factor:.1f} times")
print(f"trap binding: {binding_eV:.2f} eV")
print(f"trap dwell: {dwell_hops:.2e} mean hop times")
print(f"dwell / free life: {dwell_hops/life:.0f}")
print(f"binding for dwell = free life: {binding_needed:.2f} eV")
print(f"diffusion length before capture: {length_nm:.1f} nm")
print(f"plate thickness: {plate_nm/1e6:.2f} mm")
print(f"plate surface loss: {100*loss_plate:.3f} %")
print(f"film thickness: {film_nm:.0f} nm")
print(f"film surface loss: {100*loss_film:.2f} %")
print("done: every assertion held")
```

It prints:

```
mean visits to start u: 1.516386
new-site fraction 1/u: 0.659463
return probability 1-1/u: 0.340537
coefficient b: 1.16955; coefficient a: 0.57392
mean S_6, all 46656 walks: 6.020319 sites
mean S_4000, exact recursion: 2674.73 sites
mean S_4000, sampled: 2674.72 +/- 1.64 sites
variance S_4000, sampled: 4011 sites^2
variance S_4000, upper bound: 63288 sites^2
trap fraction in simulation: 0.01
  simulated life: 143.5 +/- 0.4 hops
  mean-S_n life: 142.8 hops; u/c: 151.6 hops
trap fraction in simulation: 0.001
  simulated life: 1495.0 +/- 8.8 hops
  mean-S_n life: 1487.1 hops; u/c: 1516.4 hops
trap fraction c: 1.0e-06
naive life 1/c: 1.0000e+06 hops
estimated life u/c: 1.5164e+06 hops
distinct-site correction delta: 0.0626 %
life with mean S_n: 1.51544e+06 hops
life with fluctuation bound: 1.51591e+06 hops
cavity-tail crossover: 1.35e+11 hops
minus log survival there: 8.88e+04
hop length: 0.31 nm; temperature: 1300 K
migration barrier: 2.50 eV; kT: 0.1120 eV
attempt frequency per direction: 1.0e+13 1/s
mean time per hop: 8.198e-05 s
mean life: 124.3 s
rms displacement at capture: 381.7 nm
trap density: 3.36e+16 cm^-3
hcp network u: 1.3447; life: 1.345e+06 hops
hcp change of life in hops: -11.3 %
extra axial barrier: 0.20 eV
axial/in-plane hop-rate ratio: 0.1677
anisotropic u: 1.7674; life: 1.767e+06 hops
life if neighbours capture: 5.164e+05 hops
neighbour-capture shortening: 2.94 times
neutral capture radius: 0.0976 nm
relative permittivity: 9.0
Coulomb capture radius: 1.428 nm
life shortening if charged: 14.6 times
trap binding: 2.50 eV
trap dwell: 4.92e+09 mean hop times
dwell / free life: 3244
binding for dwell = free life: 1.59 eV
diffusion length before capture: 155.8 nm
plate thickness: 0.50 mm
plate surface loss: 0.062 %
film thickness: 50 nm
film surface loss: 99.15 %
done: every assertion held
```
